# Langreth Rules with the Imaginary Branch for Initial Correlations: a program that tests the result

```python
"""Langreth rules on a contour with forward, backward and imaginary branches.

Result under test, for c(z,z') = integral over the contour of a(z,y) b(y,z'):
  c^<> = a^R b^<> + a^<> b^A + (-i) int_0^beta a^right b^left,
  c^R = a^R b^R, c^A = a^A b^A, with matching mixed and Matsubara rules.
Pointwise products and the six-term rule for three factors are also tested.

Component names: 'tt>' and 'tt<' are greater and lesser at real times;
'tm' has its second argument on the imaginary branch, 'mt' its first;
'mm>' and 'mm<' are the two orderings on the imaginary branch.
Units: hbar = 1, energy unit J = initial hopping magnitude, time unit 1/J.
The chemical potential is zero and the initial time is zero.
"""
import numpy as np
from scipy.linalg import expm

BETA = 2.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def gauss(low, high):
    half = (high - low) / 2
    return low + half * (NODES + 1), half * WEIGHTS


def jump(k, x, y):
    """Greater minus lesser: retarded for x>y, minus advanced for x<y."""
    return k('tt>', x, y) - k('tt<', x, y)


def vertical(k, x, y):
    return np.where(x > y, k('mm>', x, y), k('mm<', x, y))


def split_vertical(function, *cuts):
    points = sorted({0.0, BETA, *cuts})
    total = 0
    for low, high in zip(points[:-1], points[1:]):
        x, w = gauss(low, high)
        total += -1j * np.sum(w * function(x))
    return total


def rule_real(a, b, order, t, u):
    name = 'tt' + order
    x, w = gauss(0, t)
    first = np.sum(w * jump(a, t, x) * b(name, x, u))
    x, w = gauss(0, u)
    second = -np.sum(w * a(name, t, x) * jump(b, x, u))
    third = split_vertical(lambda s: a('tm', t, s) * b('mt', s, u))
    return np.array([first, second, third])


def rule_right(a, b, t, tau):
    x, w = gauss(0, t)
    return (np.sum(w * jump(a, t, x) * b('tm', x, tau))
            + split_vertical(lambda s: a('tm', t, s) * vertical(b, s, tau), tau))


def rule_left(a, b, tau, t):
    x, w = gauss(0, t)
    return (-np.sum(w * a('mt', tau, x) * jump(b, x, t))
            + split_vertical(lambda s: vertical(a, tau, s) * b('mt', s, t), tau))


def rule_matsubara(a, b, tau, sigma):
    return split_vertical(
        lambda s: vertical(a, tau, s) * vertical(b, s, sigma), tau, sigma)


# Arbitrary kernels: the contour integral is taken directly from its definition.
rng = np.random.default_rng(7)


def arbitrary_kernel():
    names = ('tt>', 'tt<', 'tm', 'mt', 'mm>', 'mm<')
    coef = {n: rng.normal(size=6) + 1j * rng.normal(size=6) for n in names}

    def component(name, x, y):
        c = coef[name]
        return (c[0] + c[1] * x + c[2] * y + c[3] * x * y
                + c[4] * np.cos(x - 2 * y) + c[5] * np.exp(-x * y))
    return component


def locate(s, turn):
    middle = np.mean(s)
    if middle < turn:
        return 't', s, 1
    if middle < 2 * turn:
        return 't', 2 * turn - s, -1
    return 'm', s - 2 * turn, -1j


def ordered(k, s, r, turn):
    p, x, _ = locate(s, turn)
    q, y, _ = locate(r, turn)
    if p != q:
        return k(p + q, x, y)
    return np.where(s > r, k(p + q + '>', x, y), k(p + q + '<', x, y))


def direct(a, b, s, r, turn):
    points = sorted({0.0, turn, 2 * turn, 2 * turn + BETA, s, r})
    total = 0
    for low, high in zip(points[:-1], points[1:]):
        v, w = gauss(low, high)
        step = locate(v, turn)[2]
        total += step * np.sum(w * ordered(a, s, v, turn) * ordered(b, v, r, turn))
    return total


a, b = arbitrary_kernel(), arbitrary_kernel()
errors = []
for turn in (1.5, 2.5):
    end = 2 * turn
    for t, u in ((1.1, 0.7), (0.4, 1.3)):
        lesser = direct(a, b, t, end - u, turn)
        greater = direct(a, b, end - t, u, turn)
        errors.append(lesser - rule_real(a, b, '<', t, u).sum())
        errors.append(greater - rule_real(a, b, '>', t, u).sum())
        same_forward = direct(a, b, t, u, turn)
        same_backward = direct(a, b, end - t, end - u, turn)
        errors.append(same_forward - (greater if t > u else lesser))
        errors.append(same_backward - (lesser if t > u else greater))
        x, w = gauss(min(t, u), max(t, u))
        chain = np.sum(w * jump(a, t, x) * jump(b, x, u))
        if t > u:
            errors.append(greater - lesser - chain)
        else:
            errors.append(-(greater - lesser) - chain)
        for s in (t, end - t):
            errors.append(direct(a, b, s, end + 0.6, turn) - rule_right(a, b, t, 0.6))
            errors.append(direct(a, b, end + 0.6, s, turn) - rule_left(a, b, 0.6, t))
    for tau, sigma in ((0.6, 1.4), (1.4, 0.6)):
        errors.append(direct(a, b, end + tau, end + sigma, turn)
                      - rule_matsubara(a, b, tau, sigma))
contour_error = np.max(np.abs(errors))
assert contour_error < 1e-10


# Exact Green functions of free fermions after a sudden change of Hamiltonian.
def green(initial, later, i, j):
    data = {'m': np.linalg.eigh(initial), 't': np.linalg.eigh(later)}
    energy, vectors = data['m']
    full = (vectors / (np.exp(BETA * energy) + 1)) @ vectors.T
    empty = np.eye(len(energy)) - full

    def evolve(index, place, x, sign):
        e, v = data[place]
        factor = 1j if place == 't' else 1
        phase = np.exp(sign * factor * e * np.asarray(x)[..., None])
        return (v[index] * phase) @ v.T

    def component(name, x, y):
        later_first = name == 'mt' or name.endswith('>')
        middle = -1j * empty if later_first else 1j * full
        left = evolve(i, name[0], x, -1)
        right = evolve(j, name[1], y, 1)
        return np.sum((left @ middle) * right, axis=-1)
    return component


h_initial = np.array([[1.0, -1.0], [-1.0, 0.5]])
h_later = np.array([[-1.0, -0.5], [-0.5, 0.5]])
G = [[green(h_initial, h_later, i, j) for j in range(2)] for i in range(2)]
g1 = green(h_initial[:1, :1], h_later[:1, :1], 0, 0)
g2 = green(h_initial[1:, 1:], h_later[1:, 1:], 0, 0)
hopping = {'t': h_later[0, 1], 'm': h_initial[0, 1]}


def hopping_left(k, v):
    return lambda name, x, y: v[name[0]] * k(name, x, y)


def embedding(name, x, y):
    return hopping[name[0]] * g2(name, x, y) * hopping[name[1]]


# Many-body matrices give expectation values without Green-function formulas.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
d = [np.kron(lower, np.eye(2)), np.kron(np.diag([1.0, -1.0]), lower)]


def many_body(h):
    return sum(h[i, j] * d[i].T @ d[j] for i in range(2) for j in range(2))


H = {'m': many_body(h_initial), 't': many_body(h_later)}
rho = expm(-BETA * H['m'])
rho /= np.trace(rho)


def moved(operator, place, x):
    factor = 1j if place == 't' else 1
    return expm(factor * H[place] * x) @ operator @ expm(-factor * H[place] * x)


def mean(*operators):
    product = rho
    for operator in operators:
        product = product @ operator
    return np.trace(product)


errors = []
for name in ('tt>', 'tt<', 'tm', 'mt', 'mm>', 'mm<'):
    x, y = (0.5, 1.2) if name == 'mm<' else (1.2, 0.5)
    for i in range(2):
        for j in range(2):
            A, B = moved(d[i], name[0], x), moved(d[j].T, name[1], y)
            greater_order = name == 'mt' or name.endswith('>')
            exact = -1j * mean(A, B) if greater_order else 1j * mean(B, A)
            errors.append(exact - G[i][j](name, x, y))
green_error = np.max(np.abs(errors))
assert green_error < 1e-11

# Two-factor rules with a singular hopping between the factors.
Vg2 = hopping_left(g2, hopping)
errors = []
for t, u in ((1.3, 0.8), (0.6, 1.7)):
    for order in '<>':
        errors.append(rule_real(G[0][0], Vg2, order, t, u).sum()
                      - G[0][1]('tt' + order, t, u))
    errors.append(rule_right(G[0][0], Vg2, t, 0.7) - G[0][1]('tm', t, 0.7))
    errors.append(rule_left(G[0][0], Vg2, 0.7, t) - G[0][1]('mt', 0.7, t))
for tau, sigma in ((0.4, 1.5), (1.5, 0.4)):
    errors.append(rule_matsubara(G[0][0], Vg2, tau, sigma)
                  - vertical(G[0][1], tau, sigma))
dyson_error = np.max(np.abs(errors))
assert dyson_error < 1e-10

# Without initial hopping the two horizontal terms must be sufficient.
h_uncoupled = np.diag(np.diag(h_initial))
U11 = green(h_uncoupled, h_later, 0, 0)
U12 = green(h_uncoupled, h_later, 0, 1)
Vu = hopping_left(g2, {'t': hopping['t'], 'm': 0.0})
uncoupled_exact = U12('tt<', 2.0, 2.0)
uncoupled_horizontal = rule_real(U11, Vu, '<', 2.0, 2.0)[:2].sum()
assert abs(uncoupled_exact - uncoupled_horizontal) < 1e-10
assert abs(uncoupled_exact) > 1e-3


def six_terms(a, b, c, t, u):
    terms = np.zeros(6, complex)
    tau, wt = gauss(0, BETA)
    for x, w in zip(*gauss(0, t)):
        aR = w * jump(a, t, x)
        y, v = gauss(0, x)
        terms[0] += aR * np.sum(v * jump(b, x, y) * c('tt<', y, u))
        y, v = gauss(0, u)
        terms[1] -= aR * np.sum(v * b('tt<', x, y) * jump(c, y, u))
        terms[3] -= 1j * aR * np.sum(wt * b('tm', x, tau) * c('mt', tau, u))
    for y, w in zip(*gauss(0, u)):
        cA = -w * jump(c, y, u)
        x, v = gauss(0, y)
        terms[2] -= cA * np.sum(v * a('tt<', t, x) * jump(b, x, y))
        terms[5] -= 1j * cA * np.sum(wt * a('tm', t, tau) * b('mt', tau, y))
    for s, w in zip(tau, wt):
        inner = split_vertical(lambda r: vertical(b, s, r) * c('mt', r, u), s)
        terms[4] -= 1j * w * a('tm', t, s) * inner
    return terms


triple = six_terms(g1, embedding, G[0][0], 2.0, 2.0)
triple_exact = G[0][0]('tt<', 2.0, 2.0) - g1('tt<', 2.0, 2.0)
assert abs(triple.sum() - triple_exact) < 1e-10
other = six_terms(g1, embedding, G[0][0], 1.4, 0.6).sum()
assert abs(other - G[0][0]('tt<', 1.4, 0.6) + g1('tt<', 1.4, 0.6)) < 1e-10

# Crossed product: density response from commutators and from Green functions.
number = d[0].T @ d[0]
g = G[0][0]
t, u = 1.6, 0.5
N, M = moved(number, 't', t), moved(number, 't', u)
density_exact = -1j * (mean(N, M) - mean(M, N))
density_rule = -1j * (jump(g, t, u) * g('tt<', u, t)
                      - g('tt<', t, u) * jump(g, u, t))
density_adv_exact = 1j * (mean(M, N) - mean(N, M))
density_adv_rule = -1j * (-jump(g, u, t) * g('tt<', t, u)
                          + g('tt<', u, t) * jump(g, t, u))
errors = [density_exact - density_rule, density_adv_exact - density_adv_rule]
L, K = moved(number, 'm', 0.7), moved(number, 'm', 0.3)
errors.append(-1j * (mean(L, N) - mean(L) * mean(N))
              + 1j * g('tm', t, 0.7) * g('mt', 0.7, t))
errors.append(-1j * (mean(L, K) - mean(L) * mean(K))
              + 1j * g('mm>', 0.7, 0.3) * g('mm<', 0.3, 0.7))

# Parallel product: pair response, including the exchange contraction.
pair = d[1] @ d[0]


def pair_rule(x, y, advanced):
    total = 0
    for sign, p, q in ((1, G[0][0], G[1][1]), (-1, G[0][1], G[1][0])):
        side = -1 if advanced else 1
        total += sign * side * (jump(p, x, y) * q('tt<', x, y)
                                + p('tt>', x, y) * jump(q, x, y))
    return 1j * total


for x, y, advanced in ((t, u, False), (u, t, True)):
    P, Q = moved(pair, 't', x), moved(pair.T, 't', y)
    response = (1j if advanced else -1j) * (mean(P, Q) - mean(Q, P))
    errors.append(response - pair_rule(x, y, advanced))
    if not advanced:
        pair_exact, pair_value = response, pair_rule(x, y, False)
P, Q = moved(pair, 't', t), moved(pair.T, 'm', 0.7)
D = (G[0][0]('tm', t, 0.7) * G[1][1]('tm', t, 0.7)
     - G[0][1]('tm', t, 0.7) * G[1][0]('tm', t, 0.7))
errors.append(mean(Q, P) + D)
product_error = np.max(np.abs(errors))
assert product_error < 1e-11


def show(z):
    return f"{z.real:+.6f} {z.imag:+.6f}i"


print("Units: hbar=1, energy J, time 1/J; chemical potential 0 J")
print(f"Inverse temperature: {BETA:.1f} 1/J")
for label, h in (("Initial", h_initial), ("Later", h_later)):
    print(f"{label} level 1, level 2, hopping: "
          f"{h[0, 0]:.1f}, {h[1, 1]:.1f}, {h[0, 1]:.1f} J")
for t in (0.0, 1.0, 2.0):
    terms = rule_real(G[0][0], Vg2, '<', t, t)
    exact = 1j * mean(moved(d[1].T, 't', t), moved(d[0], 't', t))
    assert abs(terms.sum() - exact) < 1e-10
    step = 1e-4
    plus, minus = (mean(moved(number, 't', t + q)).real for q in (step, -step))
    rate = (plus - minus) / (2 * step)
    current = 2 * hopping['t'] * terms.sum().real
    truncated = 2 * hopping['t'] * terms[:2].sum().real
    assert abs(rate - current) < 1e-7
    if t == 0:
        assert abs(terms[:2].sum()) < 1e-14 and abs(terms[2]) > 0.01
    else:
        assert abs(current - truncated) > 1e-3
    print(f"Time {t:.1f} 1/J; level-1 occupation "
          f"{mean(moved(number, 't', t)).real:.6f} (dimensionless)")
    for label, value in zip(("G11^R V g2^<", "G11^< V g2^A", "imaginary branch"), terms):
        print(f"  {label}: {show(value)} (dimensionless)")
    print(f"  sum of three terms: {show(terms.sum())} (dimensionless)")
    print(f"  exact G12^<: {show(exact)} (dimensionless)")
    print(f"  dn1/dt, all terms: {current:+.6f} J")
    print(f"  dn1/dt, horizontal terms only: {truncated:+.6f} J")
print("Initially uncoupled, time 2.0 1/J (dimensionless):")
print("  exact G12^<:", show(uncoupled_exact))
print("  horizontal terms:", show(uncoupled_horizontal))
print("Six terms of (g1 Sigma G11)^< at 2.0 1/J (dimensionless):")
for label, value in zip(("R R <", "R < A", "< A A", "R right left",
                         "right M left", "right left A"), triple):
    print(f"  {label}: {show(value)}")
print("  sum:", show(triple.sum()))
print("  exact G11^< - g1^<:", show(triple_exact))
print("Responses at times 1.6 and 0.5 1/J (dimensionless):")
print("  density, commutator:", show(density_exact))
print("  density, product rule:", show(density_rule))
print("  pair, commutator:", show(pair_exact))
print("  pair, product rule:", show(pair_value))
print(f"Largest error, arbitrary contour kernels: {contour_error:.1e} (dimensionless)")
print(f"Largest error, Green functions: {green_error:.1e} (dimensionless)")
print(f"Largest error, two-factor Dyson rules: {dyson_error:.1e} (dimensionless)")
print(f"Largest error, pointwise products: {product_error:.1e} (dimensionless)")
print("every check passed")
```

It prints:

```
Units: hbar=1, energy J, time 1/J; chemical potential 0 J
Inverse temperature: 2.0 1/J
Initial level 1, level 2, hopping: 1.0, 0.5, -1.0 J
Later level 1, level 2, hopping: -1.0, 0.5, -0.5 J
Time 0.0 1/J; level-1 occupation 0.258335 (dimensionless)
  G11^R V g2^<: +0.000000 +0.000000i (dimensionless)
  G11^< V g2^A: -0.000000 -0.000000i (dimensionless)
  imaginary branch: +0.000000 +0.295506i (dimensionless)
  sum of three terms: +0.000000 +0.295506i (dimensionless)
  exact G12^<: +0.000000 +0.295506i (dimensionless)
  dn1/dt, all terms: -0.000000 J
  dn1/dt, horizontal terms only: -0.000000 J
Time 1.0 1/J; level-1 occupation 0.454035 (dimensionless)
  G11^R V g2^<: -0.085598 -0.079743i (dimensionless)
  G11^< V g2^A: +0.116147 +0.119623i (dimensionless)
  imaginary branch: -0.309720 -0.037925i (dimensionless)
  sum of three terms: -0.279171 +0.001955i (dimensionless)
  exact G12^<: -0.279171 +0.001955i (dimensionless)
  dn1/dt, all terms: +0.279171 J
  dn1/dt, horizontal terms only: -0.030549 J
Time 2.0 1/J; level-1 occupation 0.559751 (dimensionless)
  G11^R V g2^<: -0.010270 -0.144822i (dimensionless)
  G11^< V g2^A: +0.093031 +0.305551i (dimensionless)
  imaginary branch: +0.045604 -0.317348i (dimensionless)
  sum of three terms: +0.128365 -0.156619i (dimensionless)
  exact G12^<: +0.128365 -0.156619i (dimensionless)
  dn1/dt, all terms: -0.128365 J
  dn1/dt, horizontal terms only: -0.082761 J
Initially uncoupled, time 2.0 1/J (dimensionless):
  exact G12^<: +0.018584 -0.065457i
  horizontal terms: +0.018584 -0.065457i
Six terms of (g1 Sigma G11)^< at 2.0 1/J (dimensionless):
  R R <: -0.130504 -0.108749i
  R < A: -0.000000 +0.096548i
  < A A: +0.034165 -0.024857i
  R right left: +0.045179 +0.208361i
  right M left: +0.039725 +0.107980i
  right left A: +0.011436 +0.161265i
  sum: +0.000000 +0.440548i
  exact G11^< - g1^<: -0.000000 +0.440548i
Responses at times 1.6 and 0.5 1/J (dimensionless):
  density, commutator: +0.041269 -0.000000i
  density, product rule: +0.041269 +0.000000i
  pair, commutator: +0.175402 -0.286088i
  pair, product rule: +0.175402 -0.286088i
Largest error, arbitrary contour kernels: 1.4e-14 (dimensionless)
Largest error, Green functions: 5.9e-15 (dimensionless)
Largest error, two-factor Dyson rules: 4.4e-16 (dimensionless)
Largest error, pointwise products: 2.5e-15 (dimensionless)
every check passed
```
